\section*{Which Part of the Gilbert Damping Tensor Dissipates Energy}

\section{A part that does no work but changes the loss}

A magnetic disk, 30 nm wide and 1.5 nm thick, has its moment tilted by $60^\circ$ from the easy axis and released. With a symmetric damping tensor it first loses energy at $0.417$ eV/ns. Adding an antisymmetric part of strength $0.03$, with the tilt, the anisotropy and the symmetric part held fixed, lowers the rate to $0.394$ eV/ns, a factor of $0.943$. Yet the antisymmetric part does no work. What it does is change the gyromagnetic ratio, and with it the speed at which the symmetric part dissipates.

\subsection*{The equation and the tensor to be split}

Let $\mathbf m$ be the unit vector along the moment of a uniformly magnetized body, $\mathbf v=d\mathbf m/dt$, $E(\mathbf m)$ the energy and $\mathbf g=\partial E/\partial\mathbf m$. Let $J=M/\gamma>0$, where $M$ is the moment and $\gamma>0$ the bare gyromagnetic ratio. For electrons the angular momentum is $-J\mathbf m$. In atomic units ($\hbar=1$) the equation of motion, kept to first order in velocity, is
\begin{equation}
J\mathbf v=\mathbf m\times(\mathbf g+JA\mathbf v). \label{eom}
\end{equation}
The real dimensionless tensor $A$ may depend on $\mathbf m$. Without $A$, a field $\mathbf B$ gives $\mathbf g=-M\mathbf B$ and $\mathbf v=-\gamma\,\mathbf m\times\mathbf B$, the usual precession. Split
\begin{equation}
A=S+W,\qquad S=\tfrac12(A+A^T),\qquad W=\tfrac12(A-A^T).
\end{equation}
A real antisymmetric $3\times3$ matrix acts as a cross product, $W\mathbf u=\mathbf w\times\mathbf u$. Define
\begin{equation}
a=\mathbf m\cdot\mathbf w,\qquad b=1+a>0 .
\end{equation}
The result to be derived is
\begin{align}
\frac{dE}{dt}&=-J\,\mathbf v\cdot S\mathbf v, \label{loss}\\
Jb\,\mathbf v&=\mathbf m\times(\mathbf g+JS\mathbf v). \label{renorm}
\end{align}
Thus $W$ does no work and replaces $J$ by $Jb$, that is, $\gamma$ by $\gamma/b$ at fixed $M$.

The split must be made on $A$, which produces a velocity-dependent field, and not on the matrix that gives the torque itself. Section 4 shows that the latter split gives a different and wrong answer.

\section{First derivation: vector algebra}

\subsection*{Energy}

Equation \eqref{eom} gives $\mathbf m\cdot\mathbf v=0$, so $|\mathbf m|=1$ is preserved. Take the cross product of \eqref{eom} with $\mathbf m$ from the left. For any $\mathbf G$,
\begin{equation}
\mathbf m\times(\mathbf m\times\mathbf G)=\mathbf m(\mathbf m\cdot\mathbf G)-\mathbf G=-\mathbf G_\perp ,
\end{equation}
where $\perp$ marks the part normal to $\mathbf m$. With $\mathbf G=\mathbf g+JA\mathbf v$ this yields
\begin{equation}
(\mathbf g+JA\mathbf v)_\perp=-J\,\mathbf m\times\mathbf v. \label{balance}
\end{equation}
Now take the scalar product with $\mathbf v$. The subscript can be dropped because $\mathbf v$ is normal to $\mathbf m$, and the right side vanishes because $\mathbf v\cdot(\mathbf m\times\mathbf v)=0$:
\begin{equation}
\mathbf g\cdot\mathbf v+J\mathbf v\cdot A\mathbf v=0.
\end{equation}
If $E$ has no explicit time dependence, $dE/dt=\mathbf g\cdot\mathbf v$. Since $\mathbf v\cdot W\mathbf v=\mathbf v\cdot(\mathbf w\times\mathbf v)=0$, only $S$ survives, which is \eqref{loss}.

Equation \eqref{loss} makes $S$ the only source of energy change, but its sign needs a further condition. Any tangent velocity can be produced at a given $\mathbf m$ by choosing $\mathbf g=-J\mathbf m\times\mathbf v-JA\mathbf v$, as substitution in \eqref{eom} shows. Energy therefore falls for every nonzero velocity if and only if $S$ is positive definite in the plane normal to $\mathbf m$. For example, $S=\mathrm{diag}(0.010,-0.005,0.010)$ with $\mathbf m$ along $z$ gives an energy gain for velocities along $y$. A passive magnet excludes such a tensor.

\subsection*{Gyromagnetic ratio}

The torque from $W$ follows from the double cross product:
\begin{equation}
\mathbf m\times(\mathbf w\times\mathbf v)
=\mathbf w(\mathbf m\cdot\mathbf v)-\mathbf v(\mathbf m\cdot\mathbf w)
=-a\mathbf v .
\end{equation}
Equation \eqref{eom} becomes $J\mathbf v=\mathbf m\times(\mathbf g+JS\mathbf v)-Ja\mathbf v$. Moving the last term to the left gives \eqref{renorm}. Written with $J'=Jb$, the damping term is $J'(S/b)\mathbf v$, so the damping tensor in the renormalized equation is $S/b$. If $a$ varies with $\mathbf m$, so does the new gyromagnetic ratio.

\section{Second derivation: action and dissipation function}

Use polar angles, with unit vectors obeying $\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\phi}$ and $\mathbf m\times\hat{\boldsymbol\phi}=-\hat{\boldsymbol\theta}$. Then
\begin{equation}
\mathbf v=\dot\theta\,\hat{\boldsymbol\theta}+\sin\theta\,\dot\phi\,\hat{\boldsymbol\phi}.
\end{equation}
Start from the Lagrangian of a spin with angular momentum $-J\mathbf m$,
\begin{equation}
L=-J\cos\theta\,\dot\phi-E(\theta,\phi).
\end{equation}
Its momentum conjugate to $\phi$ is $-J\cos\theta$, the $z$ component of angular momentum. In \eqref{eom} the velocity-dependent term stands beside the energy gradient, so it is a force $-JA\mathbf v$. Its generalized components are $Q_\theta=-J\hat{\boldsymbol\theta}\cdot A\mathbf v$ and $Q_\phi=-J\sin\theta\,\hat{\boldsymbol\phi}\cdot A\mathbf v$.

The symmetric part comes from the function
\begin{equation}
R=\tfrac12J\,\mathbf v\cdot S\mathbf v,\qquad
Q^S_\theta=-\frac{\partial R}{\partial\dot\theta},\qquad
Q^S_\phi=-\frac{\partial R}{\partial\dot\phi},
\end{equation}
because $\partial\mathbf v/\partial\dot\theta=\hat{\boldsymbol\theta}$, $\partial\mathbf v/\partial\dot\phi=\sin\theta\,\hat{\boldsymbol\phi}$ and $S$ is symmetric. For the antisymmetric part, cyclic permutation gives
\begin{align}
\hat{\boldsymbol\theta}\cdot(\mathbf w\times\mathbf v)&=\mathbf w\cdot(\mathbf v\times\hat{\boldsymbol\theta})=-a\sin\theta\,\dot\phi,\\
\hat{\boldsymbol\phi}\cdot(\mathbf w\times\mathbf v)&=\mathbf w\cdot(\mathbf v\times\hat{\boldsymbol\phi})=a\dot\theta ,
\end{align}
and hence
\begin{equation}
Q^W_\theta=Ja\sin\theta\,\dot\phi,\qquad Q^W_\phi=-Ja\sin\theta\,\dot\theta. \label{QW}
\end{equation}
These forces follow from a Lagrangian. Let $a$ be a function of $\mathbf m$, and add $L_W=C(\theta,\phi)\dot\phi$ with
\begin{equation}
C=J\int_0^\theta a(\theta',\phi)\sin\theta'\,d\theta',\qquad
\frac{\partial C}{\partial\theta}=Ja\sin\theta .
\end{equation}
The force from $L_W$ is $\partial L_W/\partial q-(d/dt)\,\partial L_W/\partial\dot q$. For $q=\theta$ it is $(\partial C/\partial\theta)\dot\phi$. For $q=\phi$ it is $(\partial C/\partial\phi)\dot\phi-\dot C=-(\partial C/\partial\theta)\dot\theta$. Both agree with \eqref{QW}. For constant $a$, $C=Ja(1-\cos\theta)$. The constant adds a total time derivative and can be dropped, leaving $-J(1+a)\cos\theta\,\dot\phi$ in place of $-J\cos\theta\,\dot\phi$. The antisymmetric part has merged with the term that sets the angular momentum.

For general $a(\mathbf m)$ the Lagrange equations are
\begin{align}
\frac{\partial E}{\partial\theta}&=Jb\sin\theta\,\dot\phi-\frac{\partial R}{\partial\dot\theta},\label{lag1}\\
\frac{\partial E}{\partial\phi}&=-Jb\sin\theta\,\dot\theta-\frac{\partial R}{\partial\dot\phi}.\label{lag2}
\end{align}
These are the components of \eqref{renorm}. Multiply \eqref{lag1} by $\dot\theta$ and \eqref{lag2} by $\dot\phi$ and add. The terms in $b$ cancel. Since $R$ is quadratic in the velocities,
\begin{equation}
\frac{dE}{dt}=-\dot\theta\frac{\partial R}{\partial\dot\theta}-\dot\phi\frac{\partial R}{\partial\dot\phi}=-2R=-J\mathbf v\cdot S\mathbf v ,
\end{equation}
which is \eqref{loss} again.

\section{Consequences}

\subsection*{The velocity and the indirect effect}

To explain the opening numbers, solve for $\mathbf v$ at given $\mathbf m$ and $\mathbf g$. In the tangent plane let $\epsilon$ denote $\mathbf m\times$, let $P$ be the identity, and let $S_\perp$ be the $2\times2$ block of $S$, with trace $t$ and determinant $D$. Equation \eqref{renorm} reads
\begin{equation}
(bP-\epsilon S_\perp)\mathbf v=\epsilon\mathbf g/J .
\end{equation}
The product $\epsilon S_\perp$ has zero trace, as $\epsilon$ is antisymmetric and $S_\perp$ symmetric, and determinant $D$, as $\det\epsilon=1$. The Cayley--Hamilton theorem then gives $(\epsilon S_\perp)^2=-DP$, so
\begin{equation}
(bP+\epsilon S_\perp)(bP-\epsilon S_\perp)=(b^2+D)P .
\end{equation}
Multiplying out with $S_\perp=\begin{pmatrix}p&q\\q&r\end{pmatrix}$ and $\epsilon=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$ also shows that $\epsilon S_\perp\epsilon=S_\perp-tP$. Therefore
\begin{equation}
\mathbf v=\frac{b\,\mathbf m\times\mathbf g-(tP-S_\perp)\mathbf g_\perp}{J(b^2+D)},\qquad
\frac{dE}{dt}=-\frac{\mathbf g_\perp\cdot(tP-S_\perp)\mathbf g_\perp}{J(b^2+D)}. \label{explicit}
\end{equation}
At fixed $\mathbf m$, $\mathbf g$ and $S$, the antisymmetric part multiplies the loss rate by $(1+D)/(b^2+D)$, close to $1/b^2$ for weak damping. The velocity falls as $1/b$ and the loss is quadratic in velocity.

Equations \eqref{eom}, \eqref{loss}, \eqref{renorm} and \eqref{explicit} were compared numerically for random $\mathbf m$, $\mathbf g$ and $A$ with $J=1$, the velocity being solved directly from \eqref{eom}. The largest discrepancy was $3.1\times10^{-15}$.

As $b\to0$ with small $D$, the velocity in \eqref{explicit} becomes large, and a theory kept to first order in velocity loses its basis.

\subsection*{Splitting the torque matrix instead}

Write the velocity-dependent torque as $J\Lambda\mathbf v$. In the tangent plane $W$ acts as $a\epsilon$, and $\epsilon^2=-P$, so
\begin{equation}
\Lambda=\epsilon(S_\perp+a\epsilon)=\frac t2\,\epsilon+\epsilon S'-aP,\qquad S'=S_\perp-\frac t2P .
\end{equation}
For the traceless symmetric $S'$, the product $\epsilon S'$ is symmetric. Isotropic Gilbert damping is thus the antisymmetric part of $\Lambda$, while the change of gyromagnetic ratio lies in its symmetric part, together with the anisotropy of the damping. Assigning dissipation to the symmetric part of $\Lambda$ would reverse the physics for isotropic damping.

\subsection*{Small oscillations}

Near an easy axis take $E=KV(1-m_z^2)$, with anisotropy density $K$ and volume $V$. For a small transverse displacement $\mathbf u$, $\mathbf g_\perp=2KV\mathbf u$. With $\kappa=2KV/J$ and $\mathbf u\propto e^{\lambda t'}$, where $t'$ is time,
\begin{equation}
\left[b\lambda P-\epsilon(\lambda S_\perp+\kappa P)\right]\mathbf u=0 .
\end{equation}
For symmetric $Y$ the zero trace of $\epsilon Y$ gives $\det(b\lambda P-\epsilon Y)=b^2\lambda^2+\det Y$. Since $\det(\lambda S_\perp+\kappa P)=D\lambda^2+\kappa t\lambda+\kappa^2$,
\begin{equation}
(b^2+D)\lambda^2+\kappa t\lambda+\kappa^2=0 .
\end{equation}
The decay rate $\Gamma$ of the amplitude and the angular frequency $\omega$ are
\begin{equation}
\Gamma=\frac{\kappa t}{2(b^2+D)},\qquad
\omega=\frac{\kappa\sqrt{b^2+D-t^2/4}}{b^2+D}. \label{modes}
\end{equation}
Expanding in small $S$ gives $\omega\simeq(\kappa/b)[1-(D+t^2/4)/(2b^2)]$. The symmetric part therefore also shifts the frequency, at second order.

\subsection*{A microscopic case}

Let a fast spin of angular momentum $s$ and direction $\mathbf n$ be tied to $\mathbf m$ by the energy $-X\mathbf m\cdot\mathbf n$, with its own damping $\alpha_s$:
\begin{equation}
s\dot{\mathbf n}=\mathbf n\times(-X\mathbf m+s\alpha_s\dot{\mathbf n}).
\end{equation}
For strong $X$ put $\mathbf n=\mathbf m+\boldsymbol\delta$, with $\boldsymbol\delta$ small and normal to $\mathbf m$. To leading order $\dot{\mathbf n}=\mathbf v$, and
\begin{equation}
s\mathbf v=X\mathbf m\times\boldsymbol\delta+s\alpha_s\mathbf m\times\mathbf v .
\end{equation}
Crossing with $\mathbf m$ and rearranging gives
\begin{equation}
-X\boldsymbol\delta=s\,\mathbf m\times\mathbf v+s\alpha_s\mathbf v .
\end{equation}
The fast spin adds $-X\mathbf n$ to $\mathbf g$. Its part along $\mathbf m$ exerts no torque, and the rest is $JA\mathbf v$. Hence $a=s/J$ and $S_\perp=(s/J)\alpha_sP$. The antisymmetric part is angular momentum carried along by $\mathbf m$; the symmetric part is the fast spin's own loss.

With $s/J=0.03$ and $\alpha_s=0.3$ the prediction is $b=1.03$ and damping $0.009$. The slow mode of the linearized two-spin equations, with $X/s=10^4\kappa$, gives $1.030003$ and $0.009002$.

Here $E$ acts on $\mathbf m$ alone. If an applied field also acts on the fast spin, and that spin has the same ratio $\gamma$ of moment to angular momentum, the total ratio is $(M+\gamma s)/(J+s)=\gamma$. The field response then shows no renormalization, although precession in a fixed anisotropy energy still slows.

\section{The disk in numbers}

The disk has volume $V=\pi(15)^2(1.5)=1060$ nm$^3$. With $K=0.0012$ eV/nm$^3$ the barrier is $KV=1.272$ eV. A moment density of 100 Bohr magnetons per nm$^3$ and a bare $g$ factor of 2 give $J=53014\,\hbar$ and $\kappa=72.92$ rad/ns, so $J=2KV/\kappa=0.03489$ eV ns. The chosen tensor has $S_{xx}=0.008$, $S_{yy}=0.012$, $S_{xy}=0.002$, $S_{zz}=0.010$, the other entries of $S$ zero, and $\mathbf w=a\mathbf m$ with $a=0.03$.

At the start $\mathbf m$ lies in the $xz$ plane at $60^\circ$, and $\mathbf g_\perp$ points along $\hat{\boldsymbol\theta}$ with size $2KV\sin60^\circ\cos60^\circ=1.102$ eV. In \eqref{explicit} the entry of $tP-S_\perp$ along $\hat{\boldsymbol\theta}$ is $t-S_{\theta\theta}=S_{\phi\phi}=S_{yy}$. This fits the motion, which is mainly precession along $y$. Neglecting $D\sim10^{-4}$,
\begin{equation}
-\frac{dE}{dt}\simeq\frac{(1.102)^2(0.012)}{0.03489\,b^2}=\frac{0.418}{b^2}\ \text{eV/ns}.
\end{equation}
The unrounded values are $0.4175$ eV/ns for $b=1$ and $0.3935$ eV/ns for $b=1.03$, in the ratio $1/1.03^2=0.943$.

Over 1 ns the disk loses $0.405$ eV with the full tensor and $0.429$ eV with $S$ alone. In the first case the integral of $J\mathbf v\cdot S\mathbf v$ along the trajectory also gives $0.405$ eV. With $W$ alone the energy does not drift, and the precession rate is $0.9709=1/1.03$ of its value for $A=0$.

The torque-matrix split fails visibly at the same starting state. For isotropic damping $0.010$, keeping only the symmetric part of $\Lambda$ gives zero loss within rounding; keeping only the antisymmetric part gives $0.348$ eV/ns, the loss for $a=0$. The true loss with $a=0.03$ is $0.328$ eV/ns.

For small oscillations $\kappa/2\pi=11.61$ GHz. The antisymmetric part lowers this to $11.61/1.03=11.27$ GHz, and the symmetric part shifts it by a further fraction of only $-9\times10^{-5}$. At fixed moment the $g$ factor becomes $2/1.03=1.94$. With $t=0.020$, \eqref{modes} gives an amplitude ring-down time $1/\Gamma=1.45$ ns.

\subsection*{Beside a real memory cell}

The size, moment density, anisotropy and mean damping are round values in the rough regime of a perpendicular CoFeB free layer. The damping anisotropy and $a$ were chosen to make their effects visible and are not material data. A real cell breaks the assumption of no thermal motion. At 300 K the barrier is $49\,k_BT$, and the Boltzmann average of $m_z$ within one well is $1.0\%$ below unity. For undamped motion in this $E$ the precession rate is $\kappa m_z/b$, so its average drops by about $0.1$ GHz. A resonance line weights states by their transverse amplitude squared, and its peak drops by about $0.2$ GHz, more than half of the $0.34$ GHz shift due to $a$. Uniformity is also open to doubt. With exchange stiffness $0.06$ eV/nm and free edges, the first nonuniform mode has an exchange energy only $0.75$ times its anisotropy energy. The wall energy per area of a wide film, $4\sqrt{0.06K}$ with $K$ in eV/nm$^3$, times the disk's diameter and thickness gives roughly $1.5$ eV for a complete straight domain wall. This overestimates the cost in the disk, because the width of such a wall, about $20$ nm, is comparable with the diameter and the wall cannot fully develop. The ratio $0.75$ is more telling. With the moment uniformly in the plane, at the top of the uniform barrier, a small nonuniform tilt out of the plane costs exchange energy but gains more anisotropy energy, since the ratio is below one. In this model the lowest path over the barrier is therefore nonuniform and passes below $KV$, though only slightly: the stationary state that is odd across the disk lies at about $1.24$ eV. The ratio is proportional to the stiffness and exceeds one above $0.080$ eV/nm (about 13 pJ/m), where this argument no longer applies. The same ratio governs precession at tilt $\theta$: without damping, uniform precession is unstable to the first nonuniform mode when the ratio is below $\sin^2\theta$. Here $0.753$ stands against $\sin^2 60^\circ=0.750$, so the starting state lies at the edge of instability. At $61^\circ$ the mode already grows at about $6.6$ per ns, some ten times the damping rate. The numbers at $60^\circ$ therefore describe a rigid macrospin, not a real cell. These estimates also omit nonuniform dipolar fields, whose scale $\mu_0M_s^2/2$, with $M_s$ the moment density, is $2.8K$ here. The expansion in velocity is as good as the memory time of the response is short: for a rough carrier relaxation time of $0.02$ ps, $\omega$ times that time is $1.4\times10^{-3}$, but an inertial time of $0.3$ ps would lower the frequency by $2\%$, comparable with the effect of $a$.

\section{What each derivation assumes}

Both derivations assume one rigid macrospin, a local response of first order in velocity, and no current or noise. Both need $b>0$ for $\gamma/b$ to be a positive gyromagnetic ratio.

The vector derivation uses only the values of $A$ and $\mathbf v$ at one instant. It holds unchanged if $A$ depends explicitly on time, and it needs no coordinates.

The action derivation asks for more. The function $C$ exists because $a$ is a function of $\mathbf m$. If $a$ also depended on time, $L_W$ would produce an extra force $-\partial C/\partial t$ in the $\phi$ equation, absent from \eqref{eom}. The polar angles also fail at the poles, where other coordinates are needed. In return, this route shows that $W$ belongs to the conservative dynamics even when $a$ varies over the sphere: it changes the angular momentum term of the Lagrangian and leaves the energy function $E$ untouched.

\section*{Calculated quantities}
\begin{verbatim}
worst error, work law (random tensors): 1.8e-15
worst error, renormalized equation: 1.8e-15
worst error, explicit velocity: 3.1e-15
disk diameter: 30 nm, thickness: 1.5 nm
moment density: 100 Bohr magnetons/nm^3
net anisotropy K: 0.0012 eV/nm^3
bare g factor: 2.00, temperature: 300 K
volume: 1060.3 nm^3
barrier K V: 1.2723 eV
angular momentum J: 53014 hbar
kappa = 2KV/J: 72.925 rad/ns
A at pole, xx xy: 0.008 -0.028
A at pole, yx yy: 0.032 0.012
S zz: 0.010; antisymmetric strength a: 0.030
eigenvalues of S at pole: 0.00717 0.01283
trace t: 0.0200, determinant D: 9.200e-05 (at pole)
renormalized g factor: 1.9417
mean damping t/(2b): 0.009709
frequency, A = 0: 11.6063 GHz
frequency, antisymmetric part only: 11.2683 GHz
frequency, full A: 11.2673 GHz
quantum hbar*omega, full A: 46.598 micro-eV
relative frequency shift due to S: -9.05e-05
amplitude ring-down time: 1.4549 ns
starting angle: 60 degrees
loss rate at start, full A: 0.39352 eV/ns
loss rate at start, S only: 0.41749 eV/ns
ratio of these loss rates: 0.94260
energy lost in 1 ns, full A: 0.40520 eV
integral of J v.S.v, full A: 0.40520 eV
energy lost in 1 ns, S only: 0.42942 eV
energy drift, W only: 0.0e+00 eV
precession rate ratio, W only to A = 0: 0.970874
raw torque tensor, isotropic damping 0.010, loss rate at start:
  symmetric part kept: 2.1e-19 eV/ns
  antisymmetric part kept: 0.34791 eV/ns
raw symmetric part, example S: 0.04100 eV/ns
indefinite S test, largest energy gain (reduced): 0.00500
two-spin model: s/J = 0.030, alpha_s = 0.30
  extracted b: 1.030003, S: 0.009002
  error at speed ratio 1e3: 3.18e-05, 1e4: 3.17e-06
barrier over kT: 49.22
thermal drop of mean m_z: 0.01038
exchange stiffness: 0.060 eV/nm
first nonuniform mode, exchange cost over K: 0.753
domain-wall energy across disk: 1.527 eV
exchange splitting: 1.0 eV
hbar*omega over splitting: 4.66e-05
carrier relaxation time: 0.02 ps
omega times relaxation time: 1.42e-03
\end{verbatim}
